Hyperfine branching and lifetimes for J' = 3/2 → J = 1/2

**The exercise**

An isolated atom with nuclear spin I = 3/2 has an upper electronic level J' = 3/2, which decays by spontaneous electric-dipole emission to a lower level J = 1/2. Primes mark the upper level. The total angular momenta are F' = 0, 1, 2, 3 above and F = 1, 2 below. Angular momenta are in units of ħ.

(a) Show that every state of the upper level has the same total decay rate Γ, whatever its F' and M'.

(b) Find the branching ratios b(F'→F), the fractions of decays from F' that end in F. Sum over the final M and over the direction and polarization of the photon.

(c) Relate the result to the 6j symbol.

(d) For a lifetime of 25 ns, find the partial rates and say how the light in each component fades with time.

Assume that J and J' are good quantum numbers, that this line is the only decay channel, and that both lower hyperfine levels are available. Hyperfine shifts are tiny compared with the optical frequency, so take the factor ω³ in the emission rate as common to all components. Variation 2 examines this last assumption.

**Hints**

1. The dipole operator acts on the electrons and leaves the nuclear spin alone. What remains of the hyperfine structure when the rates into all lower states are added?

2. There are two lower hyperfine levels, so the probability of ending in one of them follows from a single average. Consider the average of I·J after the decay.

3. To find how much electronic angular momentum survives the emission, look at the upper state with m' = 3/2. Where can it go?

**Solution**

**Setting up the rates**

The spontaneous rate from a state |e⟩ to a state |f⟩ is proportional to

ω³ Σ_k |⟨f|d_k|e⟩|²,  k = x, y, z,

where d is the electric dipole operator. The sum over k already includes all emission directions and polarizations. With ω³ common, all constants can be absorbed into operators D_k. These are the components of d restricted to act from the upper level to the lower one, scaled so that rates come out in units of Γ. The scale is fixed below.

Let P_F be the projector on the lower level F. Summing over final states |f⟩ in F gives

rate into F = Γ Σ_k ⟨e|D_k† P_F D_k|e⟩.  (1)

Because P_1 + P_2 = 1 on the lower level, the total rate is

total rate = Γ ⟨e|Q|e⟩,  Q = Σ_k D_k† D_k.  (2)

**(a) The common lifetime**

The dipole is a vector under rotations of the electrons. Its commutation relation with the electronic angular momentum, written for a map from the upper to the lower level, is

J_i D_k − D_k J'_i = i Σ_l ε_ikl D_l.  (3)

Here J_i acts in the lower level and J'_i in the upper one. The Hermitian conjugate of (3), rearranged, is

J'_i D_k† = D_k† J_i + i Σ_l ε_ikl D_l†.  (4)

Multiply (4) from the right by D_k and sum over k:

J'_i Q = Σ_k D_k† J_i D_k + i Σ_kl ε_ikl D_l† D_k.

Multiply (3) from the left by D_k†, solve for the term with J'_i, and sum:

Q J'_i = Σ_k D_k† J_i D_k − i Σ_kl ε_ikl D_k† D_l.

In the last sum exchange the names k and l. Since ε_ilk = −ε_ikl, it becomes +i Σ_kl ε_ikl D_l† D_k, the same as in the previous line. Hence

Q J'_i = J'_i Q  for i = x, y, z.

Now restrict attention to the four electronic states |m'⟩ of the upper level. Q commutes with J'_z, whose eigenvalues there are all different, so Q|m'⟩ = q(m')|m'⟩. Q also commutes with the lowering operator J'_−. Applying Q J'_− = J'_− Q to |m'⟩ gives

q(m'−1) J'_−|m'⟩ = q(m') J'_−|m'⟩.

For m' > −3/2 the vector J'_−|m'⟩ is not zero, so q(m'−1) = q(m'). All four values are equal, and Q is a number times the identity. The scale of D_k is now chosen so that

Q = 1.  (5)

The nuclear spin has not entered. In the full space of 4 × 4 = 16 upper states the operator is Q times the nuclear identity, which is again the identity. By (2), every normalized upper state decays at the total rate Γ. The hyperfine states |F' M'⟩ are particular combinations of these 16 states, so they all share the lifetime

τ = 1/Γ.

The physical reason is that the emission involves the electrons alone, and an isolated electronic level has no preferred orientation. Coupling to the nucleus changes how the electronic orientation is combined with the nuclear one, but every electronic orientation decays equally fast.

The argument also shows where the result can fail. If one lower hyperfine level is removed from the sum, the sum contains a single projector P_F instead of the identity P_1 + P_2, and the operator in (1) depends on I·J', as part (b) shows. If the hyperfine interaction mixes in another electronic level, the upper states no longer lie within a single J' level, and the step leading to (5) does not cover them. A weak magnetic field that mixes different F' but not different J' leaves the total rate unchanged, although the branching ratios of the mixed states generally differ from those of pure F'.

**(b) The branching ratios**

From F = I + J it follows that F² = I² + J² + 2 I·J. In a lower level F, I·J therefore has the value

K_F = [F(F+1) − I(I+1) − J(J+1)]/2.

With I(I+1) = 15/4 and J(J+1) = 3/4, the subtracted sum is 9/2, and

K_1 = (2 − 9/2)/2 = −5/4,
K_2 = (6 − 9/2)/2 = 3/4.

In the upper level J'(J'+1) = 15/4, the subtracted sum is 15/2, and the value of I·J' is

K' = [F'(F'+1) − 15/2]/2,

which gives −15/4, −11/4, −3/4 and 9/4 for F' = 0, 1, 2, 3.

With two lower levels, the projector on F = 1 is a linear function of I·J:

P_1 = (3/4 − I·J)/2.  (6)

It gives (3/4 + 5/4)/2 = 1 on F = 1 and (3/4 − 3/4)/2 = 0 on F = 2, as required.

To use (6) in (1), we need the electronic angular momentum after emission, referred back to the upper state:

V_i = Σ_k D_k† J_i D_k.

This is a vector operator in the upper level. To check it, use (4) in J'_i V_j and (3) in V_j J'_i:

J'_i V_j − V_j J'_i
= Σ_k D_k† (J_i J_j − J_j J_i) D_k
 + i Σ_kl ε_ikl D_l† J_j D_k + i Σ_kl ε_ikl D_k† J_j D_l.

Exchanging k and l in the last sum reverses its sign relative to the one before it, so these two sums cancel. The commutator J_i J_j − J_j J_i equals i Σ_l ε_ijl J_l, which leaves

J'_i V_j − V_j J'_i = i Σ_l ε_ijl V_l.

By the Wigner–Eckart theorem, a vector operator acting within a single level of angular momentum J' is proportional to J' itself:

V_i = c J'_i.  (7)

The state m' = 3/2 fixes c. A dipole component changes m by 0 or ±1, and the largest lower value is m = 1/2. The decay of this state therefore ends in m = 1/2. Since Q = 1, the expectation value of V_z is the mean final m, which is 1/2. Equation (7) gives c × 3/2 for the same quantity, so

c = (1/2)/(3/2) = 1/3.

The nuclear operators I_i commute with D_k. Therefore

Σ_k D_k† (I·J) D_k = Σ_i I_i V_i = (1/3) I·J'.  (8)

The nuclear spin is unchanged at the instant of emission, while the mean electronic angular momentum drops to one third. The mean of I·J drops by the same factor. I·J commutes with the lower hyperfine coupling, so its mean keeps this value afterwards, and that is all the branching ratios need. The means of J and I separately do not keep their values, because the coupling exchanges angular momentum between them. Take the lower splitting large compared with Γ/(2π). A decay from F' = 2, M' = 2, where the means of J'_z and I_z are both 1, then leaves mean J_z = 1/12 and mean I_z = 5/4, not 1/3 and 1.

Now insert (6) into the operator in (1), using (5) for the constant term and (8) for the other:

Σ_k D_k† P_1 D_k = (1/2)(3/4) − (1/2)(1/3) I·J' = 3/8 − I·J'/6.

In a level F' the operator I·J' is the number K'. The result is the same for every M', and

b(F'→1) = 3/8 − K'/6,
b(F'→2) = 1 − b(F'→1) = 5/8 + K'/6.  (9)

The four cases are

F' = 0: b(0→1) = 3/8 + 15/24 = 9/24 + 15/24 = 1,
F' = 1: b(1→1) = 3/8 + 11/24 = 9/24 + 11/24 = 5/6,
F' = 2: b(2→1) = 3/8 + 3/24 = 9/24 + 3/24 = 1/2,
F' = 3: b(3→1) = 3/8 − 9/24 = 9/24 − 9/24 = 0.

| F' | to F = 1 | to F = 2 |
|---|---|---|
| 0 | 1 | 0 |
| 1 | 5/6 | 1/6 |
| 2 | 1/2 | 1/2 |
| 3 | 0 | 1 |

The two zeros are the transitions 0→2 and 3→1, in which F would change by 2. The dipole selection rule forbids them. It was not imposed in deriving (9), so the zeros check the calculation. They also make 3→2 a closed transition: an atom excited to F' = 3 returns to F = 2. An atom excited to F' = 1 or 2 can end in either lower level.

The numerical check builds the dipole matrices from orbitals and spins for two different lines, s1/2–p3/2 and p1/2–d3/2. Both give this table. The common total rate is tested on the second line, because in the first the sum over the p orbitals makes it automatic.

**(c) The 6j form**

Attach to each dipole component a unit vector |k⟩ that records the photon's angular momentum 1, and define

W|e⟩ = Σ_k D_k|e⟩ ⊗ |k⟩.

The squared length of W|e⟩ is ⟨e|Q|e⟩ = 1. W is unchanged by a common rotation, because it is the scalar product of two vectors. It therefore turns the electronic level J' into the state in which J and 1 are coupled to J'. Adding the nucleus, the state after emission from F' is

|((J 1)J', I) F'⟩.

The rate into F in (1), divided by Γ, is the squared length of P_F W|e⟩. It is the probability of finding J and I coupled to F, with F and 1 coupled to the same total F'. For given F and F' there is one such coupling, so the probability is the squared overlap of two coupling schemes for the three angular momenta 1, J and I. The overlap equals √((2J'+1)(2F+1)) times a 6j symbol, up to a sign that disappears on squaring:

b(F'→F) = (2J'+1)(2F+1) {J J' 1; F' F I}².  (10)

The semicolon separates the upper and lower rows of the symbol. The overlaps are the components of a normalized state in a complete basis, so their squares add to one:

Σ_F b(F'→F) = 1.

This is the 6j form of the common lifetime. Evaluating (10) exactly for all eight pairs reproduces (9), which the program also tests. Equation (10) holds for other values of J, J' and I under the same assumptions, whereas (9) is specific to this exercise.

**(d) Partial rates and the decay of the light**

For τ = 25 ns the total rate is

Γ = 1/(25 ns) = 40 × 10⁶ s⁻¹,

and, if the lower level does not itself decay, the natural linewidth (full width at half maximum) is Γ/(2π) = 6.37 MHz. The partial rates are bΓ. From F' = 1, for example,

into F = 1: (5/6) × 40 × 10⁶ s⁻¹ = 33.3 × 10⁶ s⁻¹,
into F = 2: (1/6) × 40 × 10⁶ s⁻¹ = 6.67 × 10⁶ s⁻¹.

From F' = 2 each partial rate is 20 × 10⁶ s⁻¹. From F' = 0 and F' = 3 the single allowed component carries the full 40 × 10⁶ s⁻¹.

A partial rate is not the decay constant of the light in its component. Let N(t) be the number of atoms in a given F', with N(0) = N₀ and no further excitation. Both channels drain the same population:

dN/dt = −Γ N,  so N(t) = N₀ exp(−Γt).

The number of photons emitted per unit time in the component F'→F is

bΓ N(t) = bΓ N₀ exp(−Γt).

The branching ratio sets the brightness, and Γ sets the fading. This holds for atoms in a single F', or for light summed over direction and polarization. If several F' are excited coherently, light of one polarization also oscillates at the upper hyperfine splittings (quantum beats). From F' = 1 the component to F = 2 is five times weaker than the one to F = 1, but both fall by a factor e in 25 ns. Integrating over all times gives bN₀ photons in the component, as a branching ratio should.

**Variation 1: all upper states equally populated**

Suppose that each of the 16 upper states is equally likely to be occupied. What fraction of the photons leaves the atom in F = 1?

A level F' then has weight (2F'+1)/16. Add the strengths (2F'+1) b(F'→F) over F':

into F = 1: 1×1 + 3×(5/6) + 5×(1/2) + 7×0 = 1 + 5/2 + 5/2 = 6,
into F = 2: 1×0 + 3×(1/6) + 5×(1/2) + 7×1 = 1/2 + 5/2 + 7 = 10.

The fractions are 6/16 = 3/8 and 10/16 = 5/8. They are in the ratio 3:5 of the numbers of states 2F+1 in the two lower levels.

Equation (9) shows why. The average of I·J' over all 16 states is zero, since each component J'_i averages to zero over the electronic states for any fixed nuclear state. The term K'/6 drops out, leaving 3/8 and 5/8. Equal population of all 16 upper states thus feeds each lower level in proportion to its number of states. Absence of a preferred direction in space is not enough for this: atoms placed only in F' = 0 have no preferred direction, yet there K' = −15/4 and every decay ends in F = 1.

**Variation 2: how equal are the lifetimes?**

Now keep the different frequencies in ω³, with the dipole matrix elements held fixed. Let the hyperfine energies, divided by Planck's constant, be A_e K' in the upper level and A_g K_F in the lower one, with no quadrupole term. The transition frequencies are

ν(F'F) = ν₀ + A_e K' − A_g K_F,

where ν₀ is the frequency without hyperfine shifts. If Γ is the rate at ν₀, the corrected total rate is

Γ(F') = Γ Σ_F b(F'→F) [ν(F'F)/ν₀]³.

The shifts are small, so (1 + x)³ ≈ 1 + 3x with x = (A_e K' − A_g K_F)/ν₀. The branching ratios add to one, and by (8) the average of K_F after decay from F' is K'/3. To first order in the shifts,

[Γ(F') − Γ]/Γ = 3K'(A_e − A_g/3)/ν₀.  (11)

Take the round model values ν₀ = 400 THz, A_g = 1 GHz and A_e = 0.1 GHz. The lower splitting is A_g(3/4 + 5/4) = 2 GHz. For F' = 0,

A_e − A_g/3 = 0.1 GHz − 0.3333 GHz = −0.2333 GHz,
3 × (−3.75) × (−0.2333 GHz)/(400 000 GHz) = 6.56 × 10⁻⁶.

A higher rate means a shorter lifetime, here by 25 ns × 6.56 × 10⁻⁶ = 0.164 ps. The four levels give:

| F' | rate change / 10⁻⁶ | lifetime change / ps |
|---|---|---|
| 0 | +6.56 | −0.164 |
| 1 | +4.81 | −0.120 |
| 2 | +1.31 | −0.033 |
| 3 | −3.94 | +0.098 |

The largest difference between two lifetimes is 0.26 ps, about one part in 10⁵ of 25 ns. In this model the common lifetime is thus an excellent approximation, though not an exact law. The first-order correction from the frequency factor vanishes for A_e = A_g/3, when the upper shift equals the average lower shift after decay.

These numbers describe the frequency factor alone. Hyperfine mixing with other electronic levels also changes the dipole matrix elements, and it can do so at the same order, A_g/ν₀. For the 1s–2p line of hydrogen, the contact interaction that shifts the lower level also distorts its radial function, and this cancels about three quarters of the rate change that the shift produces through ω³. The effect depends on the atom and is outside this model. For a real atom the table therefore indicates only the order of magnitude, and the condition A_e = A_g/3 has no special meaning.

Table of computed values

```
Value of I.J in lower levels (units of hbar^2):
  F=1: -1.2500
  F=2: 0.7500
Value of I.J' in upper levels (units of hbar^2):
  F'=0: -3.7500
  F'=1: -2.7500
  F'=2: -0.7500
  F'=3: 2.2500
Angular momentum transfer factor c (p1/2-d3/2): 0.333333
Branching fractions: exact, s1/2-p3/2 matrices, p1/2-d3/2 matrices
  F'=0 -> F=1:    1  1.000000  1.000000
  F'=0 -> F=2:    0  0.000000  0.000000
  F'=1 -> F=1:  5/6  0.833333  0.833333
  F'=1 -> F=2:  1/6  0.166667  0.166667
  F'=2 -> F=1:  1/2  0.500000  0.500000
  F'=2 -> F=2:  1/2  0.500000  0.500000
  F'=3 -> F=1:    0  0.000000  0.000000
  F'=3 -> F=2:    1  1.000000  1.000000
Largest deviation of total-rate matrix from identity: 3e-16
Strengths (2F'+1)b summed over F':
  into F=1: 6.0000
  into F=2: 10.0000
Model lifetime: 25.0 ns
Total decay rate: 40.00 10^6/s
Natural linewidth Gamma/(2 pi): 6.366 MHz
Partial rates to F=1 and F=2 (10^6/s):
  F'=0: 40.000  0.000
  F'=1: 33.333  6.667
  F'=2: 20.000  20.000
  F'=3: 0.000  40.000
Model line frequency: 400 THz
Model hyperfine constants A_g, A_e: 1.0, 0.1 GHz
Lower hyperfine splitting: 2.00 GHz
Frequency-cubed correction: relative rate (1e-6), lifetime change (ps)
  F'=0: +6.563  -0.1641
  F'=1: +4.813  -0.1203
  F'=2: +1.313  -0.0328
  F'=3: -3.937  +0.0984
Largest lifetime difference between F' levels: 0.2625 ps
```
